# Schrödinger–Poisson by Predictor-Corrector: Convergence Without Underrelaxation: a program that tests the result

```python
"""
Schrodinger-Poisson for a gated quantum well by the predictor-corrector scheme.

Result under test: with A the Poisson operator, X the true density response
(dn = -X dV) and D(z) = sum_k |psi_k|^2 g(E_k), g = -dN/dE, the undamped
predictor-corrector iteration has the error matrix (A+D)^-1 (D-X), whose
eigenvalues lie strictly between -1 and 1 because 0 <= X <= 2D.
Plain iteration has the error matrix -A^-1 X, which may be large.

V = electrostatic potential energy of an electron (eV), Fermi level = 0,
lengths in nm, densities in nm^-3, N(E) = sheet density of a subband at E.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

Q = const.e
MASS = 0.07
LENGTH, WELL, DOPED = 70.0, (30.0, 50.0), (15.0, 25.0)
OFFSET, V_GATE = 0.3, 0.3
EPS_WELL, EPS_BARRIER = 13.0, 12.0
DONORS = 2.5e-3                                   # nm^-3
EPS0 = const.epsilon_0 / Q * 1e-9                 # 1/(V nm)
HB2_2M = const.hbar**2 / (2 * MASS * const.m_e) / Q * 1e18   # eV nm^2
DOS = MASS * const.m_e / (np.pi * const.hbar**2) * Q * 1e-18  # 1/(eV nm^2)
KB = const.k / Q


class Device:
    def __init__(self, h, temperature):
        self.h, self.kt = h, KB * temperature
        size = int(round(LENGTH / h))
        self.z = (np.arange(size) + 0.5) * h
        in_well = (self.z > WELL[0]) & (self.z < WELL[1])
        self.offset = np.where(in_well, 0.0, OFFSET)
        eps = np.where(in_well, EPS_WELL, EPS_BARRIER) * EPS0
        self.donors = np.where((self.z > DOPED[0]) & (self.z < DOPED[1]),
                               DONORS, 0.0)
        face = 2 * eps[1:] * eps[:-1] / (eps[1:] + eps[:-1]) / h**2
        gate_face = 2 * eps[0] / h**2
        diagonal = np.zeros(size)
        diagonal[:-1] += face
        diagonal[1:] += face
        diagonal[0] += gate_face
        self.A = np.diag(diagonal) - np.diag(face, 1) - np.diag(face, -1)
        self.gate = np.zeros(size)
        self.gate[0] = gate_face * V_GATE
        t = HB2_2M / h**2
        kin = np.full(size, 2 * t)
        kin[0] = kin[-1] = 3 * t                  # psi = 0 on the end faces
        hop = np.full(size - 1, -t)
        self.kinetic = np.diag(kin) + np.diag(hop, 1) + np.diag(hop, -1)

    def N(self, energy):
        return DOS * self.kt * np.logaddexp(0.0, -energy / self.kt)

    def g(self, energy):
        return DOS * expit(-energy / self.kt)

    def subbands(self, V):
        return np.linalg.eigh(self.kinetic + np.diag(self.offset + V))

    def density(self, V):
        E, u = self.subbands(V)
        return (u**2 / self.h) @ self.N(E)

    def predicted_density(self, V_old, V):
        E, u = self.subbands(V_old)
        return (u**2 / self.h * self.N(E + (V - V_old)[:, None])).sum(axis=1)

    def plain_step(self, V):
        return np.linalg.solve(self.A, self.gate + self.density(V) - self.donors)

    def predictor_step(self, V_old):
        """Nonlinear Poisson equation with locally shifted subbands."""
        E, u = self.subbands(V_old)
        weight = u**2 / self.h

        def residual(V):
            n = (weight * self.N(E + (V - V_old)[:, None])).sum(axis=1)
            return self.A @ V - self.gate + self.donors - n

        V = V_old.copy()
        r = residual(V)
        for _ in range(300):
            D = (weight * self.g(E + (V - V_old)[:, None])).sum(axis=1)
            step = np.linalg.solve(self.A + np.diag(D), -r)
            size = np.max(np.abs(step))
            t = 1.0
            if size > 1e-10:
                while (np.linalg.norm(residual(V + t * step))
                       > (1 - 1e-4 * t) * np.linalg.norm(r) and t > 1e-6):
                    t /= 2
            V = V + t * step
            r = residual(V)
            if size < 1e-10:
                return V
        raise RuntimeError("inner Newton solve did not converge")

    def solve(self, V):
        steps, sheets = [], []
        for _ in range(60):
            V_new = self.predictor_step(V)
            steps.append(V_new - V)
            V = V_new
            sheets.append(self.density(V).sum() * self.h)
            if np.max(np.abs(steps[-1])) < 1e-10:
                return V, steps, sheets
        raise RuntimeError("outer iteration did not converge")

    def response(self, V):
        """X from perturbation theory and the diagonal D of the predictor."""
        E, u = self.subbands(V)
        N, g = self.N(E), self.g(E)
        gap = E[None, :] - E[:, None]
        near = np.abs(gap) < 1e-9
        W = np.where(near, (g[:, None] + g[None, :]) / 2,
                     (N[:, None] - N[None, :]) / np.where(near, 1.0, gap))
        pairs = (u[:, :, None] * u[:, None, :]).reshape(len(E), -1)
        X = (pairs * W.ravel()) @ pairs.T / self.h
        return (X + X.T) / 2, (u**2 / self.h) @ g


def biggest(x):
    return np.max(np.abs(x))


def error_factors(dev, V):
    X, D = dev.response(V)
    lam = eigh(X, dev.A, eigvals_only=True)
    mu = eigh(np.diag(D) - X, dev.A + np.diag(D), eigvals_only=True)
    return X, D, lam, mu


CM2 = 1e14                                         # nm^-2 to cm^-2
dev = Device(0.5, 77.0)
z, h = dev.z, dev.h
print(f"Mass {MASS} m_e; offset {OFFSET} eV; V at gate {V_GATE} eV")
print(f"Stack {LENGTH} nm; well {WELL} nm; doped layer {DOPED} nm")
print(f"Relative permittivity: well {EPS_WELL}, barrier {EPS_BARRIER}")
print(f"Donor density {DONORS*1e21:.2e} cm^-3; donor sheet "
      f"{dev.donors.sum()*h*CM2:.3e} cm^-2")
print(f"Grid step {h} nm; kT at 77 K {dev.kt*1e3:.3f} meV")
print(f"Subband density of states {DOS*CM2:.3e} cm^-2 eV^-1")

# Discretization against the matching condition of a finite square well.
width = WELL[1] - WELL[0]


def matching(E):
    k, kappa = np.sqrt(E / HB2_2M), np.sqrt((OFFSET - E) / HB2_2M)
    return k * np.sin(k * width / 2) - kappa * np.cos(k * width / 2)


E_exact = brentq(matching, 1e-6, HB2_2M * (np.pi / width)**2)
E_grid = dev.subbands(np.zeros_like(z))[0][0]
assert abs(E_grid / E_exact - 1) < 0.01            # second-order grid error
print(f"Empty square well E1: grid {E_grid*1e3:.3f}, "
      f"matching {E_exact*1e3:.3f} meV")

# Self-consistent solution, from three very different starts.
flat = np.full_like(z, V_GATE)
V, steps, sheets = dev.solve(flat)
print("Predictor-corrector from V = 0.3 eV everywhere:")
for i in range(min(10, len(steps))):
    print(f"  iteration {i+1}: max change {biggest(steps[i]):.2e} eV, "
          f"sheet density {sheets[i]*CM2:.5e} cm^-2")
print(f"Iterations to a change below 1e-10 eV: {len(steps)}")
no_electrons = np.linalg.solve(dev.A, dev.gate - dev.donors)
for name, start in (("V = 0", 0 * z), ("electron-free potential", no_electrons)):
    V_other, other_steps, _ = dev.solve(start)
    assert biggest(V_other - V) < 1e-8
    print(f"Iterations from {name}: {len(other_steps)}")

# Poisson equation against an explicit Green function.
n = dev.density(V)
resistance = (np.minimum(z, WELL[0]) / EPS_BARRIER
              + np.clip(z - WELL[0], 0, width) / EPS_WELL
              + np.maximum(z - WELL[1], 0) / EPS_BARRIER) / EPS0
green = np.minimum(resistance[:, None], resistance[None, :])
assert biggest(V_GATE + h * green @ (n - dev.donors) - V) < 1e-8

E, u = dev.subbands(V)
sheet = n.sum() * h
centre = (n * z).sum() / n.sum()
in_doped = dev.donors > 0
print("Subband energies E1, E2, E3 from E_F: "
      + ", ".join(f"{e*1e3:.3f}" for e in E[:3]) + " meV")
print("Subband sheet densities 1, 2, 3: "
      + ", ".join(f"{s*CM2:.3e}" for s in dev.N(E[:3])) + " cm^-2")
print(f"Total sheet density {sheet*CM2:.4e} cm^-2; centroid {centre:.2f} nm")
print(f"Fraction of electrons in the doped layer {n[in_doped].sum()*h/sheet:.2e}")
print(f"Lowest band edge in the doped layer "
      f"{(V+dev.offset)[in_doped].min()*1e3:.1f} meV")
fine = Device(0.25, 77.0)
V_fine, _, fine_sheets = fine.solve(np.full_like(fine.z, V_GATE))
E_fine = fine.subbands(V_fine)[0]
assert abs(fine_sheets[-1] / sheet - 1) < 0.01 and abs(E_fine[0] - E[0]) < 5e-4
print(f"Halved grid step: sheet density {fine_sheets[-1]*CM2:.4e} cm^-2, "
      f"E1 {E_fine[0]*1e3:.3f} meV")

# Linear response and both error matrices against the real nonlinear maps.
X, D, lam, mu = error_factors(dev, V)
rng = np.random.default_rng(3)
modes = np.sin(np.outer(z, np.arange(1, 7)) * np.pi / LENGTH)
dV = modes @ rng.normal(size=6)
dV *= 1e-5 / biggest(dV)


def derivative(function):
    return (function(V + dV) - function(V - dV)) / 2


for function, formula in (
        (dev.density, -X @ dV),
        (dev.plain_step, -np.linalg.solve(dev.A, X @ dV)),
        (dev.predictor_step,
         np.linalg.solve(dev.A + np.diag(D), D * dV - X @ dV))):
    assert biggest(derivative(function) - formula) < 1e-3 * biggest(formula)

# Rigid shift: exact prediction. Tilt: prediction compared with frozen density.
shifted = dev.density(V + 0.005)
assert biggest(dev.predicted_density(V, V + 0.005) - shifted) < 1e-9 * biggest(n)
tilt = 1e-3 * (z - centre) / 10
tilted = dev.density(V + tilt)
frozen_error = np.abs(tilted - n).sum() * h
predicted_error = np.abs(tilted - dev.predicted_density(V, V + tilt)).sum() * h
print(f"Rigid shift of +5 meV changes sheet density by "
      f"{(shifted.sum()*h-sheet)*CM2:.3e} cm^-2")
print(f"Tilt 0.1 meV/nm, integrated |density error|: frozen "
      f"{frozen_error*CM2:.2e}, predicted {predicted_error*CM2:.2e} cm^-2")

# Screening number of plain iteration, with a one-subband lower bound.
lam_max = lam[-1]
p1 = u[:, 0]**2
one_band = dev.g(E[0]) * p1 @ np.linalg.solve(dev.A, p1) / h
hand = dev.g(E[0]) * (p1 @ z) / (EPS_BARRIER * EPS0)
assert lam_max > 1 and lam_max >= one_band * (1 - 1e-9)
assert abs(hand / one_band - 1) < 0.15             # finite thickness of the layer
alpha_c = 2 / (1 + lam_max)
alpha_best = 2 / (2 + lam_max)
print(f"lambda_max {lam_max:.3f}; one-subband bound {one_band:.3f}; "
      f"thin-sheet estimate {hand:.3f}")
print(f"Critical mixing fraction {alpha_c:.4f}; best fraction {alpha_best:.4f}")

rho = biggest(mu)
norm = np.diag(D) + dev.A
ratio = np.sqrt((steps[-2] @ norm @ steps[-2]) / (steps[-3] @ norm @ steps[-3]))
assert rho < 1 and ratio <= 1.05 * rho
print(f"Predictor error factors: from {mu[0]:.4f} to {mu[-1]:.4f}")
print(f"Observed late reduction per iteration {ratio:.4f}")

# Mixing just below and just above the critical fraction.
for scale in (0.9, 1.1):
    W = V + 1e-2 * dV
    start_error = biggest(W - V)
    for _ in range(60):
        W = W + scale * alpha_c * (dev.plain_step(W) - W)
    growth = biggest(W - V) / start_error
    assert growth < 0.1 if scale < 1 else growth > 10
    print(f"Mixing at {scale} of critical: error times {growth:.2e} in 60 steps")

# Undamped plain iteration from the flat start.
W, plain_sheets = flat.copy(), []
for _ in range(40):
    W_new = dev.plain_step(W)
    plain_change = biggest(W_new - W)
    W = W_new
    plain_sheets.append(dev.density(W).sum() * h)
assert plain_change > 1e-2
print("Undamped plain iteration, sheet densities 1-4: "
      + ", ".join(f"{s*CM2:.2e}" for s in plain_sheets[:4]) + " cm^-2")
print(f"Its change at iteration 40: {plain_change:.3f} eV")

# Same 1 meV error removed by optimal mixing and by the predictor.


def count(update):
    W = V + 100 * dV
    for i in range(1, 1001):
        W = update(W)
        if biggest(W - V) < 1e-8:
            return i
    raise RuntimeError("no convergence")


damped = count(lambda W: W + alpha_best * (dev.plain_step(W) - W))
undamped = count(dev.predictor_step)
assert damped > 3 * undamped
print(f"Iterations from 1 meV to 1e-8 eV error: best mixing {damped}, "
      f"predictor {undamped}")

# Other temperatures.
for temperature in (10.0, 300.0):
    other = Device(0.5, temperature)
    V_t, steps_t, sheets_t = other.solve(flat)
    _, _, lam_t, mu_t = error_factors(other, V_t)
    assert biggest(mu_t) < 1
    print(f"T = {temperature:.0f} K: {len(steps_t)} iterations, sheet density "
          f"{sheets_t[-1]*CM2:.3e} cm^-2,")
    print(f"  lambda_max {lam_t[-1]:.3f}, predictor factors {mu_t[0]:.4f} "
          f"to {mu_t[-1]:.4f}")

# Operator bounds 0 <= X <= 2D on random potentials, not only at the solution.
worst, trials = 0.0, 30
for trial in range(trials):
    coarse = Device(1.0, (10.0, 77.0, 300.0)[trial % 3])
    shape = np.sin(np.outer(coarse.z, np.arange(1, 7)) * np.pi / LENGTH)
    V_random = shape @ rng.normal(scale=0.15, size=6) - rng.uniform(0, 0.4)
    X_r, D_r, _, mu_r = error_factors(coarse, V_random)
    floor = -1e-9 * biggest(D_r)                   # rounding only
    assert np.linalg.eigvalsh(X_r)[0] > floor
    assert np.linalg.eigvalsh(2 * np.diag(D_r) - X_r)[0] > floor
    worst = max(worst, biggest(mu_r))
assert worst < 1
print(f"Largest |predictor factor| in {trials} random potentials: {worst:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Mass 0.07 m_e; offset 0.3 eV; V at gate 0.3 eV
Stack 70.0 nm; well (30.0, 50.0) nm; doped layer (15.0, 25.0) nm
Relative permittivity: well 13.0, barrier 12.0
Donor density 2.50e+18 cm^-3; donor sheet 2.500e+12 cm^-2
Grid step 0.5 nm; kT at 77 K 6.635 meV
Subband density of states 2.924e+13 cm^-2 eV^-1
Empty square well E1: grid 10.371, matching 10.416 meV
Predictor-corrector from V = 0.3 eV everywhere:
  iteration 1: max change 4.69e-01 eV, sheet density 8.15202e+11 cm^-2
  iteration 2: max change 1.69e-03 eV, sheet density 8.03777e+11 cm^-2
  iteration 3: max change 9.44e-05 eV, sheet density 8.03498e+11 cm^-2
  iteration 4: max change 7.05e-06 eV, sheet density 8.03482e+11 cm^-2
  iteration 5: max change 5.11e-07 eV, sheet density 8.03481e+11 cm^-2
  iteration 6: max change 3.74e-08 eV, sheet density 8.03481e+11 cm^-2
  iteration 7: max change 2.74e-09 eV, sheet density 8.03481e+11 cm^-2
  iteration 8: max change 2.01e-10 eV, sheet density 8.03481e+11 cm^-2
  iteration 9: max change 1.48e-11 eV, sheet density 8.03481e+11 cm^-2
Iterations to a change below 1e-10 eV: 9
Iterations from V = 0: 9
Iterations from electron-free potential: 9
Subband energies E1, E2, E3 from E_F: -25.460, 7.428, 55.917 meV
Subband sheet densities 1, 2, 3: 7.486e+11, 5.482e+10, 4.246e+07 cm^-2
Total sheet density 8.0348e+11 cm^-2; centroid 36.54 nm
Fraction of electrons in the doped layer 4.92e-05
Lowest band edge in the doped layer 129.3 meV
Halved grid step: sheet density 8.0314e+11 cm^-2, E1 -25.469 meV
Rigid shift of +5 meV changes sheet density by -1.688e+11 cm^-2
Tilt 0.1 meV/nm, integrated |density error|: frozen 1.40e+10, predicted 2.53e+09 cm^-2
lambda_max 18.540; one-subband bound 14.585; thin-sheet estimate 15.624
Critical mixing fraction 0.1024; best fraction 0.0974
Predictor error factors: from -0.0085 to 0.0734
Observed late reduction per iteration 0.0734
Mixing at 0.9 of critical: error times 2.46e-03 in 60 steps
Mixing at 1.1 of critical: error times 2.55e+04 in 60 steps
Undamped plain iteration, sheet densities 1-4: 6.61e+13, 2.21e-148, 6.61e+13, 2.21e-148 cm^-2
Its change at iteration 40: 40.451 eV
Iterations from 1 meV to 1e-8 eV error: best mixing 108, predictor 4
T = 10 K: 12 iterations, sheet density 8.002e+11 cm^-2,
  lambda_max 15.063, predictor factors -0.1886 to 0.0635
T = 300 K: 7 iterations, sheet density 8.418e+11 cm^-2,
  lambda_max 12.581, predictor factors 0.0000 to 0.0393
Largest |predictor factor| in 30 random potentials: 0.1592
ALL CHECKS PASSED
```
